# Why a Schottky diode injects so few minority holes

**Question.** A metal on an n-type semiconductor, biased forward, passes electrons from the semiconductor into the metal and holes from the metal into the semiconductor. Both currents grow with voltage as $e^{qV/k_BT}$. Why is the hole current nevertheless so small a part of the total, and how small is it for the following diode?

The temperature is 300 K, so $k_BT=0.02585$ eV. The gap is $E_g=1.1$ eV, the electron barrier $\phi_B=0.7$ eV and the donor density $N_D=10^{16}\ \mathrm{cm^{-3}}$. The electron and hole masses are 0.8 and 0.6 free-electron masses, and the relative permittivity is 12. The diffusion constants are $D_n=30$ and $D_p=10\ \mathrm{cm^2/s}$, and the hole lifetime is $\tau=1\ \mathrm{\mu s}$. Behind the depletion layer lies a neutral region of length $W=20\ \mathrm{\mu m}$, ending at an ohmic contact. These are round model parameters; practical units suit them better than atomic ones.

**Answer.**

## The mechanism: two different bottlenecks

Let $x$ run from the metal at $x=0$ into the semiconductor. The depletion layer ends at $x=w$. Forward voltage $V$ is positive and is the voltage across the junction alone, without the ohmic drop in the neutral region. Electrons then move towards $-x$ and holes towards $+x$, so both carry positive current along $+x$.

An electron has to reach the top of the barrier at the interface. Once there with a velocity towards the metal, it is gone: the metal takes it up at thermal speed.

A hole has a different journey. It enters the valence band at the interface, at an energy cost $E_g-\phi_B$. It must then climb the band bending, which repels electrons from the interface but attracts holes to it. With $\xi=E_C-E_F$ in the neutral bulk, the bending is

$$\Delta=\phi_B-\xi-qV .$$

The total climb is $(E_g-\phi_B)+\Delta=E_g-\xi-qV$, in which $\phi_B$ has cancelled. Having arrived at $x=w$, the hole must still diffuse away through neutral material. That slow last stage sets the hole current.

The comparison is therefore between thermal emission of electrons from the interface and diffusion of holes from the depletion edge. Each current is a charge times a density times a velocity, and both the density and the velocity turn out to be smaller for holes.

## The electron current

Assume an isotropic parabolic band, nondegenerate electrons and no quantum reflection or tunnelling. Take $\phi_B$ as independent of voltage, which neglects image-force lowering. That lowering shrinks under forward bias; relative to a barrier fixed at its zero-bias value, it would reduce $J_n$ by about 9% at 0.2 V and 24% at 0.4 V for this diode. If transport through the depletion layer is easy, the electrons at the interface keep the bulk Fermi level, which lies $qV$ above that of the metal. Their one-way flux is

$$\Phi=\frac{2}{h^3}e^{-(\phi_B-qV)/k_BT}\int_0^\infty\frac{p}{m_n}e^{-p^2/2m_nk_BT}dp\int e^{-p_\perp^2/2m_nk_BT}d^2p_\perp .$$

The first integral is $k_BT$ and the second is $2\pi m_nk_BT$. Dividing their product by the band density $N_C=2(2\pi m_nk_BT/h^2)^{3/2}$ gives a velocity:

$$v_n=\frac{2}{h^3}\frac{k_BT\,(2\pi m_nk_BT)}{N_C}=\frac{k_BT}{\sqrt{2\pi m_nk_BT}}=\sqrt{\frac{k_BT}{2\pi m_n}} .$$

Define the equilibrium interface density $n_s=N_Ce^{-\phi_B/k_BT}$. The metal sends back the flux $v_nn_s$, since the two fluxes must balance at $V=0$. The net current is

$$J_n=q\,v_n n_s\left(e^{qV/k_BT}-1\right).$$

Is transport to the interface really easy? Measure $E_C(x)$ and the electron quasi-Fermi level $\zeta(x)$ from the metal Fermi level, and put $u=e^{\zeta/k_BT}$. Then $n=N_Ce^{-E_C/k_BT}u$, and drift plus diffusion combine into

$$J_n=\frac{qD_n}{k_BT}\,n\frac{d\zeta}{dx}=qD_nN_Ce^{-E_C/k_BT}\frac{du}{dx}.$$

Without recombination in the layer $J_n$ is constant. Integrating from $0$ to $w$ gives

$$u(w)-u(0)=\frac{J_n}{qn_sv_D},\qquad v_D=\frac{D_n}{\int_0^w e^{-[\phi_B-E_C(x)]/k_BT}dx}.$$

At the interface $u(0)-1=J_n/(qn_sv_n)$, while $u(w)=e^{qV/k_BT}$. Adding the two drops yields

$$J_n=\frac{q\,v_nn_s\left(e^{qV/k_BT}-1\right)}{1+v_n/v_D}.$$

Emission controls the current if $v_n\ll v_D$. At 0.2 V, $v_n=3.0\times10^6$ and $v_D=3.4\times10^7$ cm/s, so $v_n/v_D=0.09$. The correction is thus at most modest. Its size is only a rough estimate, because the barrier falls by $k_BT$ within about 9 nm of the interface, much less than the electron mean free path of some 60 nm implied by $D_n$. Drift-diffusion is not quantitative over so short a distance, but the conclusion that emission controls the current stands.

## The hole current

In the depletion approximation the bending falls as $\Delta(1-x/w)^2$. Write $p=p_b(x)\,y(x)$, with

$$p_b=p_{n0}\,e^{\Delta(1-x/w)^2/k_BT},\qquad p_{n0}=\frac{n_i^2}{N_D}.$$

The profile $p_b$ by itself carries no current, because its drift and diffusion cancel. What remains is $J_p=-qD_pp_b\,dy/dx$. The holes now pass three resistances in series.

1. **Emission from the metal.** The equilibrium interface density is $p_s=N_Ve^{-(E_g-\phi_B)/k_BT}$, and $p_b(0)=p_se^{-qV/k_BT}$. The net emission $J_p=qv_p[p_s-p(0)]$, with $v_p=\sqrt{k_BT/2\pi m_p}$, becomes
$$e^{qV/k_BT}-y(0)=\frac{J_p}{qp_{n0}}r_1,\qquad r_1=\frac{e^{-\Delta/k_BT}}{v_p}.$$

2. **The depletion layer.** Neglecting recombination there,
$$y(0)-y(w)=\frac{J_p}{qp_{n0}}r_2,\qquad r_2=\frac1{D_p}\int_0^we^{-\Delta(1-x/w)^2/k_BT}dx .$$

3. **The neutral region.** Let $z=x-w$ and let $\delta p$ be the excess over $p_{n0}$. At low injection and low current, diffusion balances recombination: $D_p\,\delta p''=\delta p/\tau$. With $L_p=\sqrt{D_p\tau}$ and $\delta p=0$ at the ohmic contact,
$$\delta p(z)=\delta p(0)\,\frac{\sinh[(W-z)/L_p]}{\sinh(W/L_p)}.$$
The current at $z=0$ is $-qD_p\delta p'(0)=q\,v_{\rm diff}\,\delta p(0)$, where
$$v_{\rm diff}=\frac{D_p}{L_p}\coth\frac{W}{L_p}.$$
Since $\delta p(0)=p_{n0}[y(w)-1]$, the third drop is $y(w)-1=J_p/(qp_{n0}v_{\rm diff})$.

The sum of the three drops is $e^{qV/k_BT}-1$, so

$$J_p=\frac{q\,v_{\rm diff}\,p_{n0}\left(e^{qV/k_BT}-1\right)}{1+v_{\rm diff}(r_1+r_2)} .$$

At 0.2 V, $v_{\rm diff}r_1=1.2\times10^{-8}$ and $v_{\rm diff}r_2=2.9\times10^{-3}$. The neutral region holds nearly all the resistance. The hole quasi-Fermi level is therefore almost flat from the metal to $x=w$, and the denominator may be replaced by 1.

The two limits of $v_{\rm diff}$ have a direct meaning. For $W\gg L_p$ it tends to $D_p/L_p$, and the injected holes recombine in the neutral region. For $W\ll L_p$ it tends to $D_p/W$, and most of them reach the ohmic contact. With a contact that absorbs holes, as assumed here, a short neutral region thus raises the injection. A contact that reflects them, as a heavily doped n-type back layer tends to do, would require $\delta p'(W)=0$ instead. Then $v_{\rm diff}=(D_p/L_p)\tanh(W/L_p)$, and a short region lowers the injection.

## The ratio

The voltage factors cancel on division:

$$\boxed{\frac{J_p}{J_n}=\frac{v_{\rm diff}}{v_n}\,\frac{p_{n0}}{n_s}}$$

If this ratio is called $r$, the injected fraction of the total current is $r/(1+r)$, practically $r$ itself when $r\ll1$.

Since $p_{n0}=N_Ve^{-(E_g-\xi)/k_BT}$, the density factor is

$$\frac{p_{n0}}{n_s}=\frac{N_V}{N_C}\,e^{-(E_g-\xi-\phi_B)/k_BT}.$$

The exponent compares the two climbs at zero bias: $E_g-\xi$ for holes and $\phi_B$ for electrons. Forward bias lowers both by $qV$ and leaves their difference unchanged.

The same factor can be read in another way. Mass action holds at the interface and in the bulk, $n_sp_s=n_i^2=p_{n0}N_D$, so that

$$\frac{p_{n0}}{n_s}=\frac{p_s}{N_D},\qquad \frac{J_p}{J_n}=\frac{v_{\rm diff}}{v_n}\frac{p_s}{N_D}.$$

The depletion picture requires $p_s<N_D$; otherwise holes outnumber the donors at the interface and dominate the space charge there. Within that regime the boxed ratio stays below $v_{\rm diff}/v_n$. The density factor may approach one as the surface nears strong inversion, $p_s=N_D$, but the contrast between diffusion and thermal speed remains as long as $W$ and $L_p$ are long compared with $D_p/v_n$, here about 30 nm. At $W=0.1\ \mathrm{\mu m}$ with an absorbing contact, $v_{\rm diff}/v_n$ would already be about 0.3.

## The numbers

For this diode $L_p=31.6\ \mathrm{\mu m}$ and $\coth(W/L_p)=1.787$, hence

$$v_{\rm diff}=3162\times1.787=5.65\times10^3\ \mathrm{cm/s},\qquad \frac{v_{\rm diff}}{v_n}=\frac{5.65\times10^3}{3.008\times10^6}=1.88\times10^{-3}.$$

The bulk Fermi level gives $\xi=0.194$ eV. Holes face $E_g-\xi=0.906$ eV against 0.7 eV for electrons, a difference of 0.206 eV. The densities are $p_{n0}=6.95\times10^3$ and $n_s=3.12\times10^7\ \mathrm{cm^{-3}}$, so

$$\frac{p_{n0}}{n_s}=2.22\times10^{-4},\qquad \frac{J_p}{J_n}=1.88\times10^{-3}\times2.22\times10^{-4}=4.2\times10^{-7}.$$

Roughly one hole is injected into the neutral region for every 2.4 million electrons. Slow diffusion supplies a factor of about 500 and the lower density a factor of about 4500. With a very long neutral region the ratio would be $2.3\times10^{-7}$.

The saturation currents, which multiply $e^{qV/k_BT}-1$, are $qv_nn_s=1.5\times10^{-5}$ and $qv_{\rm diff}p_{n0}=6.3\times10^{-12}\ \mathrm{A/cm^2}$. At 0.2 V the voltage factor is 2289, giving ideal currents of $3.4\times10^{-2}$ and $1.4\times10^{-8}\ \mathrm{A/cm^2}$.

A numerical solution of the hole equations, from emission at the metal to the ohmic contact, gives a hole current 0.29% below the ideal one at 0.2 V. This is the small depletion resistance $r_2$ of the parabolic model. The solution uses the same parabolic bending and omits recombination in the depletion layer, so it tests the flat quasi-Fermi level and the diffusion law, not those two assumptions.

## It is not a shortage of holes at the metal

At equilibrium the interface holds $p_s=2.2\times10^{12}$ holes per $\mathrm{cm^3}$, some 70,000 times as many as electrons. The metal emits holes at a one-way rate of $1.2\ \mathrm{A/cm^2}$, while the net hole current at 0.2 V is only $1.4\times10^{-8}\ \mathrm{A/cm^2}$. Nearly all emitted holes return to the metal. The band bending turns most of them back, and of the few that do reach the neutral region most wander back too, because diffusion away from its edge is slow.

The barrier height confirms this reading. Raising $\phi_B$ from 0.6 to 0.8 eV makes hole entry easier by 0.2 eV and the subsequent climb higher by the same amount. With the neutral length $W$ held fixed, the numerical hole current at 0.2 V does not change within the printed 0.001%. In a layer of fixed total thickness the wider depletion layer would shorten $W$ by about $0.07\ \mathrm{\mu m}$ and raise the hole current by about 0.3%.

Within the parabolic model even the small resistance $r_2$ is nearly independent of the barrier. For $\Delta\gg k_BT$ its integral is half a Gaussian, $\tfrac12w\sqrt{\pi k_BT/\Delta}$. With $w=\sqrt{2\varepsilon\Delta/q^2N_D}$, where $\varepsilon$ is the permittivity, $\Delta$ cancels:

$$r_2\simeq\frac{1}{D_p}\sqrt{\frac{\pi\varepsilon k_BT}{2q^2N_D}} .$$

This value should not be taken literally. The integral comes from the last Debye length $L_D=\sqrt{\varepsilon k_BT/q^2N_D}$ before $w$, where electrons screen the donors and the parabola is not accurate. With the self-consistent bending, Gauss's law makes the depleted charge equivalent to a width $L_D\sqrt{2(b-1)}$, where $b=\Delta/k_BT\gg1$, while $w=L_D\sqrt{2b}$. For the same $w$ and $W$ this gives $D_pr_2=\sqrt2L_D(\sqrt b-\sqrt{b-1})$, so that $v_{\rm diff}r_2\approx5\times10^{-4}$ at 0.2 V, falling slowly as the barrier rises. Either way $r_2$ is negligible.

The ratio does change, because the electron current falls as $e^{-\phi_B/k_BT}$. It is $8.7\times10^{-9}$ at 0.6 eV and $2.0\times10^{-5}$ at 0.8 eV, a factor of 48 for each 0.1 eV. A high barrier raises the injection ratio by suppressing electrons, not by supplying more holes. The condition $p_s=N_D$ is reached at $\phi_B=0.917$ eV. Beyond it, holes outnumber the donors at the interface, and the parabolic bending fails there, though gradually. The holes raise the surface field by a factor of about $\sqrt{1+p_sk_BT/[N_D(\Delta-k_BT)]}$, which at 0.2 V means 2.5% at 0.917 eV and 44% at 1.0 eV.

## Where the low-current ratio fails

The electron current must also cross the neutral region. There it flows by drift, which needs a field

$$F=\frac{J_n}{q\mu_nN_D},\qquad \mu_n=\frac{qD_n}{k_BT}.$$

The field points along $+x$ and sweeps holes inward. With $\mu_p=qD_p/k_BT$, the hole equation becomes

$$D_p\delta p''-\mu_pF\,\delta p'-\frac{\delta p}{\tau}=0 .$$

An exponential $e^{\lambda z}$ solves it if $\lambda=a\pm\kappa$, where $a=\mu_pF/2D_p$ and $\kappa=\sqrt{a^2+1/L_p^2}$. The combination that vanishes at $z=W$ is

$$\delta p=\delta p(0)\,e^{az}\frac{\sinh\kappa(W-z)}{\sinh\kappa W},\qquad \delta p'(0)=\delta p(0)\,(a-\kappa\coth\kappa W).$$

The velocity is now drift plus diffusion. Since $\mu_pF=2aD_p$,

$$v(F)=2aD_p-D_p(a-\kappa\coth\kappa W)=D_p\left(a+\kappa\coth\kappa W\right).$$

The drift of the equilibrium density $p_{n0}$ is omitted, as it lacks the factor $e^{qV/k_BT}$. Because $\kappa$ is even in $F$, the first correction is $aD_p=\mu_pF/2$. It is half the drift velocity because the field also flattens the hole profile and so weakens diffusion.

At strong field $v\to\mu_pF$. Inserting $F$ gives

$$\frac{J_p}{J_n}\to\frac{\mu_p}{\mu_n}\frac{p(w)}{N_D},$$

which grows with voltage as $p(w)$ does. The change sets in around the current at which $\mu_pF=v_{\rm diff}$:

$$J_x=qN_Dv_{\rm diff}\frac{\mu_n}{\mu_p}=27\ \mathrm{A/cm^2}.$$

With this field and the correction $v_n/v_D$ included, the ratio is $4.5\times10^{-7}$ at 0.2 V and $4.8\times10^{-7}$ at 0.3 V. At 0.4 V, $J_n=67\ \mathrm{A/cm^2}$ exceeds $J_x$, and the ratio reaches $1.3\times10^{-6}$. Of this threefold rise above the ideal value, a factor of 2.7 comes from the hole velocity, which is now $1.5\times10^4$ cm/s. The remaining 1.2 comes mainly from the electron resistance of the depletion layer, and is as rough as the drift-diffusion estimate of that resistance. The bending is then only about $4k_BT$, so the depletion approximation is rougher here.

Injection is still low at that point: the hole density at the depletion edge is $3.6\times10^{-6}$ of $N_D$. The neutral region needs its own equation once that fraction is no longer small. Recombination in the depletion layer, left out throughout, would add a hole current at the metal that never reaches the neutral region. It need not be small beside the injected one. For midgap traps with a lifetime of $1\ \mathrm{\mu s}$ for both carriers, the peak rate at 0.2 V is about $n_ie^{qV/2k_BT}/2\tau=2\times10^{17}\ \mathrm{cm^{-3}\,s^{-1}}$, over an effective width of about 26 nm. This gives roughly $8\times10^{-8}\ \mathrm{A/cm^2}$, some six times the injected hole current, though still only a few millionths of $J_n$. The ratios above therefore describe injection into the neutral region, not the whole hole current at the metal. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Temperature 300 K, kT = 0.02585 eV
Gap 1.1 eV, barrier 0.7 eV, donors 1.0e+16 cm^-3
Masses: electron 0.8, hole 0.6 m_e; eps_r = 12.0
D_n = 30.0 cm^2/s, D_p = 10.0 cm^2/s
Hole lifetime 1.0 us, neutral length W = 20.0 um
mu_n = 1160, mu_p = 387 cm^2/(V s)
N_C = 1.796e+19, N_V = 1.166e+19 cm^-3
n_i = 8.335e+09 cm^-3
Bulk E_C - E_F: xi = 0.1937 eV
Built-in bending barrier - xi = 0.5063 eV
Bulk hole barrier gap - xi = 0.9063 eV
Excess gap - xi - barrier = 0.2063 eV
Interface electrons n_s = 3.124e+07 cm^-3
Interface holes p_s = 2.224e+12 cm^-3
Bulk holes p_n0 = 6.947e+03 cm^-3
Diffusion length L_p = 31.62 um
coth(W/L_p) = 1.7865
D_p/L_p = 3162.3 cm/s, v_diff = 5649.5 cm/s
v_n = 3.008e+06 cm/s, v_p = 3.473e+06 cm/s
Richardson constant = 96.14 A/(cm^2 K^2)
Electron saturation current = 1.505e-05 A/cm^2
Hole saturation current = 6.288e-12 A/cm^2
One-way hole emission from metal = 1.237e+00 A/cm^2
Velocity factor v_diff/v_n = 1.878e-03
Density factor p_n0/n_s = 2.224e-04
Ideal ratio Jp/Jn = 4.177e-07
Ideal ratio for very long W = 2.338e-07
At 0.2 V: exp(qV/kT) - 1 = 2289.1
At 0.2 V: ideal Jn = 3.446e-02 A/cm^2
At 0.2 V: ideal Jp = 1.439e-08 A/cm^2
At 0.2 V: zero-field numerical Jp = 1.435e-08 A/cm^2
At 0.2 V: numerical/ideal Jp - 1 = -0.292 %
At 0.2 V: depletion width = 0.2016 um
At 0.2 V: v_D = 3.361e+07 cm/s, v_n/v_D = 0.0895
Hole resistance, metal/neutral = 1.16e-08
Hole resistance, depletion/neutral = 2.93e-03
Jp change, barrier 0.6 to 0.8 eV = 0.000 %
Barrier 0.6 eV: ideal ratio = 8.729e-09
Barrier 0.7 eV: ideal ratio = 4.177e-07
Barrier 0.8 eV: ideal ratio = 1.999e-05
Barrier at which p_s = N_D: 0.9174 eV
Drift scale J_x = 27.15 A/cm^2
With v_D correction and field (V; A/cm^2; V/cm; cm/s; A/cm^2; 1):
V=0.2 Jn=3.163e-02 F=1.701e-02 v=5652.8 Jp=1.436e-08 Jp/Jn=4.540e-07
V=0.3 Jn=1.483e+00 F=7.977e-01 v=5805.3 Jp=7.060e-07 Jp/Jn=4.761e-07
V=0.4 Jn=6.727e+01 F=3.618e+01 v=15423.7 Jp=8.932e-05 Jp/Jn=1.328e-06
At 0.4 V: edge holes/donors = 3.64e-06
```
